Exact Kohn-Sham eigenvalues and the quasiparticle gap

Q: I am modelling an absorber for a silicon photonic detector, and I need the energy to create a separated electron and hole. My Kohn-Sham gap comes out too small. I put this down to the approximate functional and the finite basis. With the exact functional and a complete basis, the eigenvalue difference would surely be the right gap.

A: Let us fix the two quantities first. For N electrons at zero temperature with the nuclei held fixed, define

I = E(N−1) − E(N),  A = E(N) − E(N+1).

The quasiparticle gap is the cost of removing an electron from one copy of the system and adding it to a distant copy:

E_g = I − A = E(N+1) + E(N−1) − 2E(N).

The exact Kohn-Sham gap is ε_L − ε_H, the lowest empty level minus the highest occupied one, in the local potential v_s whose non-interacting electrons reproduce the exact N-electron density. The first quantity involves three electron numbers, the second a single density. An argument is needed to make them equal.

Q: Here is one. The ground-state density fixes the external potential, hence the Hamiltonian, hence E(N+1) and E(N−1) too.

A: That shows that E_g is a functional of the density. It does not show that the functional is ε_L − ε_H. To find the relation, let the electron number vary continuously. I assume that E(N) is convex in N, that the N-electron state is a nondegenerate closed shell, and that the functionals below have derivatives on each side of N.

With convexity, the lowest energy at a fractional number is a mixture of neighbouring integers. For 0 ≤ f ≤ 1,

E(N−1+f) = (1−f)E(N−1) + fE(N), with slope E(N) − E(N−1) = −I,
E(N+f) = (1−f)E(N) + fE(N+1), with slope E(N+1) − E(N) = −A.

Now write E as the minimum of F[n] + ∫v n, where F is the kinetic plus interaction energy and v the external potential. At the minimum, δF/δn + v = μ, a constant. A density change δn that integrates to dN changes the energy by ∫(δF/δn + v)δn = μ dN, so μ is the slope. Just below and just above N,

δF/δn|₋ + v = −I,  δF/δn|₊ + v = −A.

Subtract the first from the second. The external potential cancels:

δF/δn|₊ − δF/δn|₋ = I − A = E_g.

Q: Then do the same for the Kohn-Sham electrons. Their gap should be the same jump.

A: It is the jump of a different functional. Non-interacting electrons have the kinetic functional T_s. Their energy is a sum of occupied levels, so its slope is ε_H below N and ε_L above N. In one fixed potential v_s,

δT_s/δn|₋ + v_s = ε_H,  δT_s/δn|₊ + v_s = ε_L,

and therefore

δT_s/δn|₊ − δT_s/δn|₋ = ε_L − ε_H.

Since F = T_s + E_Hxc, subtracting the two jumps leaves

δE_Hxc/δn|₊ − δE_Hxc/δn|₋ = E_g − (ε_L − ε_H) ≡ Δ_xc.

The Hartree potential depends continuously on the density and does not jump, so the jump belongs to exchange and correlation. It is a constant in space because the Kohn-Sham potentials on the two sides must give the same density as N is approached, and such potentials can differ only by a constant.

One condition applies in open space. For a finite system with 0 < A < I, the N-electron density decays as exp(−2√(2I) r) in atomic units, while the admixed (N+1)-electron density decays more slowly, as f exp(−2√(2A) r). Far enough out the admixture dominates for any f > 0, and the two densities are not close there. The crossing radius grows as ln(1/f), so the constant shift is reached at each fixed position as f → 0, but not uniformly over all space.

Q: I was taught that the highest occupied Kohn-Sham level is −I. If that one is right, how can its neighbour be wrong?

A: The same equations answer this. Let v_s⁻ = v + δE_Hxc/δn|₋ be the potential from below. Splitting F in the condition below N gives

δT_s/δn|₋ + v_s⁻ = −I.

The left side is the highest occupied level in v_s⁻, so ε_H = −I. Above N, the same step says that the lowest empty level in v_s⁺ is −A. But v_s⁺ = v_s⁻ + Δ_xc, and a constant shift moves every level by that constant. In the potential from below,

ε_L = −A − Δ_xc.

With this choice of the constant, the whole discrepancy sits in the empty level.

Q: This is formal. I would like a case where nobody can blame a basis set.

A: Take two sites with hopping −t, repulsion U for two electrons on one site, and site energies +d/2 and −d/2. The state space is finite and can be used in full. Choose t = 0.5, U = 2 and d = 1, all in hartree.

One electron has the energy −√(t² + d²/4) = −√0.5 = −0.70711. Three electrons are one hole plus one doubly occupied site, which gives U − 0.70711 = 1.29289. Diagonalization for two electrons gives −0.48119. Hence

E_g = 1.29289 − 0.70711 + 2(0.48119) = 1.5482 hartree.

For the Kohn-Sham gap we need the potential difference d_s that reproduces the site occupations 0.85294 and 1.14706. The levels are ±R with R² = t² + d_s²/4, and two electrons in the lower one have energy −2R. Differentiating this with respect to d_s/2 gives n₁ − n₂ = −2(d_s/2)/R. With m = n₂ − n₁, this reads d_s/2 = Rm/2. Insert it into R²:

R² = t² + R²m²/4,  so  ε_L − ε_H = 2R = 2t/√(1 − m²/4).

Here m/2 = 0.14706, and the gap is 1/√(1 − 0.02163) = 1.0110 hartree. The difference from E_g is 0.5372 hartree.

Q: You have shown that two numbers differ. Is the difference really a jump in the potential?

A: That was tested separately. The functionals F and T_s were evaluated by maximizing E(N;v) − Σv_i n_i over the site potentials, and E_Hxc = F − T_s was differentiated from each side of N = 2. The Hartree-exchange-correlation potential rises from 0.3057 to 0.8429 hartree on site 1 and from 1.1571 to 1.6943 on site 2. Both jumps are 0.5372.

The levels follow the pattern derived above. Below N = 2 they are 0.2259 and 1.2369. The first equals −I. The second should be compared with −A = 1.7741, and it is low by 0.5372. Above N = 2 the upper level is 1.7741. Both I and A are negative here because of where the model puts its zero of energy; a common shift of the site energies changes both by the same amount and leaves the gaps alone.

Q: Does the discrepancy go away in some limit?

A: It does without interaction, since then F = T_s. The symmetric case d = 0 shows how it grows. The two-electron ground state mixes a state with one electron per site, at energy 0, and the even combination of doubly occupied sites, at energy U. Their coupling is −2t, so

E(2) = U/2 − √(U²/4 + 4t²).

With E(1) = −t and E(3) = U − t,

E_g = U − 2t − 2E(2) = √(U² + 16t²) − 2t.

Equal occupations mean m = 0, so the Kohn-Sham gap is 2t for every U. Therefore

Δ_xc = √(U² + 16t²) − 4t.

For U ≪ t this is about U²/(8t), which can be negligible. For U ≫ t it approaches U − 4t, and the Kohn-Sham gap of 2t then says almost nothing about the cost of adding charge. This is why the correct statement is that the gaps need not agree, rather than that they must differ noticeably.

Q: Two sites are far from a calculation in continuous space, where basis errors do exist. How would I tell them apart from Δ_xc?

A: By convergence, provided the Kohn-Sham gap is the exact one. Consider electrons on a line in a harmonic trap of frequency ω = 0.5 hartree, repelling each other by 1/√((x−y)² + a²) with a = 1 bohr. For N = 2 the Kohn-Sham gap can be obtained from the density alone.

Both electrons occupy φ_H = √(n/2), which obeys −½φ_H″ + v_sφ_H = ε_Hφ_H. Write the next orbital as φ_L = fφ_H. Its equation contains

(fφ_H)″ = f″φ_H + 2f′φ_H′ + fφ_H″.

Subtract f times the equation for φ_H. The potential and the φ_H″ term drop out:

−½(f″φ_H + 2f′φ_H′) = (ε_L − ε_H) fφ_H.

Multiply by φ_H. The left side becomes −½(φ_H²f′)′. Multiply by f and integrate by parts; the boundary term vanishes for bound orbitals. With φ_H² = n/2, the common factor ½ cancels:

ε_L − ε_H = ½∫n f′² dx / ∫n f² dx,  with ∫n f dx = 0.

The constraint is the orthogonality of φ_L and φ_H. For any trial f the quotient is the mean energy of fφ_H above ε_H, so its minimum under the constraint is the gap. Nothing about the three-electron system enters.

Now enlarge the basis in a full configuration-interaction calculation:

6 functions: E_g = 0.80218, Kohn-Sham gap = 0.35786 hartree
10 functions: 0.80196 and 0.35817
14 functions: 0.80194 and 0.35819
18 functions: 0.80194 and 0.35819

From 6 to 18 functions, Δ_xc moves from 0.44432 to 0.44374 hartree. The last enlargement changes it by 6×10⁻⁶. Basis error is present and dies away; Δ_xc stays.

Q: Both numbers could still share some hidden fault of that basis.

A: The two-electron problem can be solved without it. Centre-of-mass and relative motion separate, and a grid solution gives E(2) = 1.15973 hartree, as the basis does. The density from that solution, inverted through v_s − ε_H = φ_H″/(2φ_H), gives a gap of 0.35819 hartree. The three-electron energy has no such separate solution here. Its support is the convergence above and a second basis of different frequency, which gives the same E_g of 0.80194 hartree.

The inverted potential also bears on ε_H = −I. If that relation fixes the constant, the Hartree-exchange-correlation potential should fall off as 1/x, because a distant electron sees the one that remains. At x = 9 bohr it is 0.1163 hartree, against 1/9 = 0.1111. The remainder is far smaller than Δ_xc, so there is no room for a misplaced constant of that size.

Q: What does the empty Kohn-Sham level fail to feel?

A: Weak repulsion w(x,y) makes this visible. Let ε⁰ be the level spacing without interaction, and let J_ij = ∫∫φ_i²(x) w φ_j²(y) and K_HL = ∫∫φ_H(x)φ_L(x) w φ_H(y)φ_L(y). To first order in w, with e_H and e_L the unperturbed levels,

E(1) = e_H,
E(2) = 2e_H + J_HH,
E(3) = 2e_H + e_L + J_HH + 2J_HL − K_HL.

The exchange term appears once because the added electron has the same spin as one of the two others. Combining the energies,

E_g = E(3) + E(1) − 2E(2) = ε⁰ + 2J_HL − K_HL − J_HH.

In the Kohn-Sham problem, exchange for two electrons in one orbital cancels half of the Hartree potential, leaving the repulsion of a single electron, ∫w φ_H²(y)dy. Correlation starts at second order. This local potential raises L by J_HL and H by J_HH, so

ε_L − ε_H = ε⁰ + J_HL − J_HH,  Δ_xc = J_HL − K_HL.

An added electron is repelled by both electrons already there. The empty Kohn-Sham orbital feels the potential made for an occupied one, which contains the repulsion of one electron. To this order Δ_xc cannot be negative for a repulsive w, because

J_HL − K_HL = ½∫∫w [φ_H(x)φ_L(y) − φ_L(x)φ_H(y)]² dx dy.

In the trap, J_HL − K_HL = 0.57757 − 0.12819 = 0.44938 hartree. Runs at 1 % and 2 % of the full repulsion, extrapolated to zero, give a slope of 0.44937 hartree per unit of relative strength. At full strength Δ_xc is 0.44374, so the first-order value is about 1.3 % too high. That closeness is a property of this trap: in the symmetric two-site model J_HL = K_HL = U/2, the first-order term vanishes, and Δ_xc starts at U².

Q: If the empty orbital sees one electron fewer, it sounds like an excited electron that left a hole behind. Is the Kohn-Sham gap then my optical gap?

A: Not in general, and it need not even be the closer of the two gaps. Where electron and hole bind only weakly, as in bulk silicon, the lowest neutral excitation lies just below E_g. Silicon's gap is indirect, so light reaches that excitation only with the help of a phonon; with the nuclei held fixed, its first vertical transition lies above 3 eV, against a gap near 1.1 eV. The weak-repulsion problem shows how the optical and Kohn-Sham gaps differ. Promote one electron from H to L. To first order the excited state has energy e_H + e_L + J_HL ± K_HL, with plus for the singlet and minus for the triplet. Subtracting E(2) gives

excitation energy = ε⁰ + J_HL − J_HH ± K_HL = (ε_L − ε_H) ± K_HL.

At full strength in the trap, the triplet lies at 0.26940, the Kohn-Sham gap at 0.35819, the lowest singlet at 0.50000 and the quasiparticle gap at 0.80194 hartree. The order is that of the weak-coupling formulas, although the offsets are no longer symmetric. The singlet equals ω because it is an oscillation of the centre of mass, which the mutual repulsion does not affect. It lies 0.30194 hartree below E_g, which refers to separated charges. To first order this offset is J_HL − 2K_HL, the electron-hole attraction less twice the exchange term, which is 0.32119 hartree in the trap. Its sign is not general: in the symmetric two-site model it is −U/2, and the optically active singlet, at U − E(2), lies above E_g.

Q: So what should I do about the detector?

A: Match the calculation to the measurement. For injection, band alignment and separated carriers you need addition and removal energies, from total energies at N and N ± 1 or from a quasiparticle method such as GW. In a large crystal, total energies from a functional of the local density and its gradient (LDA or GGA, as distinct from meta-GGAs that depend on the orbital kinetic energy density) do not supply Δ_xc: the added charge spreads out, the density change becomes small everywhere, and a functional whose derivative has no jump returns its own eigenvalue gap. For the absorption threshold you need neutral excitations, including the electron-hole interaction and, in an indirect-gap absorber, the phonon assistance that a fixed-nuclei treatment leaves out.

A nonlocal orbital operator can also help, because it may act differently on occupied and empty orbitals. In the weak-coupling problem, the Hartree-Fock operator raises L by 2J_HL − K_HL and H by 2J_HH − J_HH = J_HH. Its eigenvalue difference is then ε⁰ + 2J_HL − K_HL − J_HH, which is E_g to first order. The theorem about the missing Δ_xc concerns a local Kohn-Sham potential.

Q: And can I take the size of the correction from your trap?

A: No. There E_g is 21.822 eV, the exact Kohn-Sham gap 9.747 eV and Δ_xc 12.075 eV, or 55.3 % of E_g, but the trap is tight and represents no material. Your own calculation mixes three errors: an incomplete basis, an approximate potential, and the absent Δ_xc. Converging the basis removes the first. Improving the local potential reduces the second. Neither supplies the third, and these models do not tell you how large it is in your absorber. The remaining values are in the numerical output.

Numbers as computed

```
MODEL A: two-site Hubbard, energies in hartree
t = 0.5, U = 2.0, site offset d = 1.0
E(1) = -0.70711
E(2) = -0.48119
E(3) = 1.29289
site occupations at N=2: 0.85294, 1.14706
I = -0.22591, A = -1.77409
v_Hxc below N=2, sites 1,2: 0.3057, 1.1571
v_Hxc above N=2, sites 1,2: 0.8429, 1.6943
jump on sites 1,2: 0.5372, 0.5372
KS levels below N=2: 0.2259, 1.2369
KS levels above N=2: 0.7631, 1.7741
quasiparticle gap = 1.5482
exact KS gap = 1.0110
gap difference = 0.5372
MODEL B: 1D trap, energies in hartree
omega = 0.5 hartree, softening a = 1.0 bohr
basis size | quasiparticle gap | KS gap | Delta_xc
  6 | 0.80218 | 0.35786 | 0.44432
 10 | 0.80196 | 0.35817 | 0.44379
 14 | 0.80194 | 0.35819 | 0.44375
 18 | 0.80194 | 0.35819 | 0.44374
E(1) = 0.25000, E(2) = 1.15973, E(3) = 2.87139
I = -0.90973, A = -1.71167
E(2) from separated motion = 1.15973
KS gap from inverted potential = 0.35819
quasiparticle gap, basis frequency 0.7 = 0.80194
change of Delta_xc, basis 14 to 18 = 6.0e-06
v_Hxc at x = 0 bohr: 0.7798
v_Hxc at x = 5 bohr: 0.2066
v_Hxc at x = 9 bohr: 0.1163
1/x at x = 9 bohr: 0.1111
lowest triplet excitation = 0.26940
lowest singlet excitation = 0.50000
J_HL = 0.57757, K_HL = 0.12819
J_HL - K_HL = 0.44938
weak-coupling slope of Delta_xc = 0.44937
quasiparticle gap = 21.822 eV
exact KS gap = 9.747 eV
Delta_xc = 12.075 eV
Delta_xc / quasiparticle gap = 55.3 %
```
